Why weak hydration of oxygen vacancies gives protons proportional to √p, part 1

(Sections cited here and not found follow in the second part.)

## First derivation: the minimum of the free energy

A hafnia film about 10 nm thick is heated in a gas that contains some water vapour. The film has been doped with calcium. Each calcium ion carries two positive charges where a hafnium ion would carry four, and the crystal makes up the difference by leaving oxygen sites empty. A water molecule that reaches such an empty site can fill it. The oxygen of the molecule stays there with one of its hydrogens, and the other hydrogen attaches as a proton to an oxide ion elsewhere. The film has gained two protons and lost a vacancy, so both the number and the kind of its mobile charged defects have changed. How does the proton content respond when the water pressure is raised at fixed temperature?

Defect charges are counted relative to the perfect crystal. An oxide ion O²⁻ on its own site has relative charge zero. An empty oxygen site lacks two negative charges and so has relative charge +2. A hydroxide ion OH⁻ on an oxygen site has one negative charge fewer than the oxide ion it replaces, so its relative charge is +1. Calcium on a hafnium site has relative charge −2. With V for the vacancy, O for the ordinary oxide ion and OH for the hydroxide defect, the reaction is

H₂O(gas) + V(+2) + O(0) ⇌ 2 OH(+1).   (1)

Two oxygen sites appear on each side, the relative charge is +2 on each side, and both hydrogens are accounted for. Each hydroxide defect holds one proton, so the number of protons equals the number of hydroxide defects.

Consider a crystal with M metal sites and N = 2M oxygen sites, as the formula MO₂ requires. Let N_V, N_OH and N_O be the numbers of vacancies, hydroxides and oxide ions. A fraction c of the metal sites holds calcium, which does not move or leave. Electrons and holes are taken to be negligible in number. Neutrality then reads

2N_V + N_OH = 2cM.   (2)

The dry crystal has N_OH = 0 and therefore cM vacancies, one for each calcium ion. After n water molecules have been absorbed, reaction (1) gives

N_V = cM − n,   N_OH = 2n,   N_O = (2 − c)M − n.   (3)

These satisfy (2), since 2(cM − n) + 2n = 2cM, and they add up to 2M sites.

The equilibrium value of n minimizes the free energy of crystal and gas together. Three contributions depend on n. The first is the free energy g that the crystal gains for each molecule absorbed, apart from the choice of where the defects sit. It contains bond energies, vibrations and the possible orientations of the O–H bonds. Taking g to be independent of n means that the defects do not interact.

The second contribution is the free energy lost by the gas, which is the chemical potential μ for each molecule removed. At constant temperature dμ equals the volume per molecule times dp. For an ideal gas that volume is kT/p, so dμ = kT dp/p, and integration from a reference pressure p₀ gives

μ = μ₀ + kT ln(p/p₀).   (4)

Here p₀ is 1 bar, k is Boltzmann's constant and p is the partial pressure of water that remains in contact with the crystal after uptake.

The third contribution is the entropy of arrangement. If the three species may occupy any oxygen sites with equal energy, the number of arrangements is

W = (2M)! / (N_V! N_OH! N_O!).   (5)

The part of the total free energy that depends on n is therefore

G(n) = n g − n μ − kT ln W.   (6)

For a large crystal, Stirling's approximation ln X! ≈ X ln X − X applies, and its derivative with respect to X is ln X. By (3), one more molecule changes N_V by −1, N_O by −1 and N_OH by +2. The factorials stand in the denominator of W, which reverses each sign:

d ln W/dn = ln N_V + ln N_O − 2 ln N_OH = ln(N_V N_O/N_OH²).   (7)

Setting dG/dn to zero gives

g − μ₀ − kT ln(p/p₀) − kT ln(N_V N_O/N_OH²) = 0.   (8)

Dividing by kT, moving the last logarithm to the other side and inverting its argument leads to

N_OH²/(N_V N_O) = (p/p₀) exp[−(g − μ₀)/kT].   (9)

This stationary point is a minimum. Differentiating (7) once more, with the changes in (3), gives

d²G/dn² = kT (1/N_V + 1/N_O + 4/N_OH),   (10)

which is positive.

The quantity g − μ₀ is the standard free energy of hydration. It may be written ΔH − TΔS, with ΔH the enthalpy and ΔS the entropy of reaction (1) per water molecule, apart from the arrangement entropy already counted. Define

K = exp(ΔS/k − ΔH/kT),   κ = K p/p₀.   (11)

Both are pure numbers. Now divide every defect number by M, so that h, v and o are the hydroxides, vacancies and oxide ions per formula unit. The factors M² cancel in (9):

h² = κ v o.   (12)

Equation (12) contains p to the first power on the right and h squared on the left. The square appears because one molecule delivers two protons that then wander separately, and each has its own choice of site. Yet (12) is not a square-root law by itself, because v and o also change with pressure. Equations (3), with n = hM/2, give

v = c − h/2,   o = 2 − c − h/2.   (13)

If the hydroxides are few enough that h ≪ 2c, the vacancies are barely depleted and v ≈ c. Since c is below 1, the oxide ions are depleted by a still smaller fraction, and o ≈ 2 − c. Then (12) becomes

h₀ = √[κ c(2 − c)] = √[K c(2 − c)] √(p/p₀).   (14)

At fixed temperature and fixed calcium content, the proton content is proportional to the square root of the water pressure. Quadrupling the pressure doubles it. At fixed K and pressure the content also grows nearly as √c, because more vacancies are on offer. This holds while c is well below 1 but still large enough that h ≪ 2c. With much less calcium the few vacancies fill up, and h approaches 2c.

The error of (14) can be found without guesswork, since (12) and (13) form a closed equation:

h² = κ (c − h/2)(2 − c − h/2).   (15)

The product on the right contains c(2 − c), the cross terms −(h/2)c − (h/2)(2 − c) = −h, and h²/4. Collecting everything on the left gives

(1 − κ/4)h² + κh − κc(2 − c) = 0.   (16)

Between h = 0 and h = 2c the left side of (15) rises from zero while the right side falls to zero, so there is one solution in this range. Write s = κc(2 − c). The quadratic formula gives

h = [−κ + √(κ² + (4 − κ)s)] / [(4 − κ)/2].   (17)

Multiplying top and bottom by κ + √(κ² + (4 − κ)s) turns the numerator into (4 − κ)s. The factor 4 − κ cancels, leaving

h = 2s / [κ + √(κ² + (4 − κ)s)].   (18)

For κ < 4 the other root of (16) is negative. For κ > 4 both roots are positive and (18) is the smaller one. It must be the physical root: were it above 2c, the larger root would be too, and no solution would remain in the range where one exists. At κ = 4 the quadratic term vanishes and (18) gives h = c(2 − c), as (16) requires.

For very small κ the square root in (18) is close to √(4s) = 2√s and dominates the denominator, so h returns to √s, which is h₀. For very large κ, divide top and bottom by κ. The square root tends to √[1 − c(2 − c)] = 1 − c, and h tends to 2c(2 − c)/(2 − c) = 2c. Every vacancy is then filled, and further pressure has no effect on the content in this model.

Dividing (15) by h₀² = κc(2 − c) and taking the square root gives the error in closed form:

h/h₀ = √{[1 − h/(2c)] [1 − h/(2(2 − c))]}.   (19)

Both factors are below one, so within this model the square-root law overestimates the proton content. To first order in h, the root of each factor contributes half its deficit, and the relative shortfall is

δ ≈ h/(4c) + h/[4(2 − c)] = h/[2c(2 − c)].   (20)

The two fractions combine because 1/c + 1/(2 − c) = 2/[c(2 − c)]. At this order h may be replaced by h₀. Solving (20) for h₀ gives h₀ = 2δc(2 − c), and equating its square to κc(2 − c) gives the value of κ at which the shortfall reaches a chosen small δ:

κ_δ = 4δ² c(2 − c).   (21)

The gradual failure also appears in the slope of a logarithmic plot. From (12), ln κ = 2 ln h − ln v − ln o, while dv/dh = do/dh = −1/2. Hence

d ln κ/d ln h = 2 + h/(2v) + h/(2o).   (22)

At fixed temperature κ is proportional to p, so the local exponent m = d ln h/d ln p is the reciprocal of (22):

m = 1 / [2 + h/(2v) + h/(2o)].   (23)

It is 1/2 in the limit of small h and falls to zero as v vanishes. If the temperature is varied at fixed pressure instead, with ΔH and ΔS constant, (11) gives d ln κ/d(1/kT) = −ΔH. Multiplication by m gives

d ln h/d(1/kT) = −m ΔH.   (24)

In the weak regime the proton content therefore responds with half the hydration enthalpy, for the same reason that it responds with half a power of pressure.

Take c = 0.02, T = 700 K, ΔH = −0.50 eV and ΔS = −1.25 meV/K. These are round model parameters. The thermal energy kT is 0.06032 eV, so ΔS/k = TΔS/kT = −0.875/0.06032 = −14.51, and −ΔH/kT = 8.29. Their sum is −6.22, and K = 2.00 × 10⁻³. A water pressure of 10 Torr is 0.01333 bar, so κ = 2.66 × 10⁻⁵. Equation (14) gives

h₀ = √(2.66 × 10⁻⁵ × 0.02 × 1.98) = 1.03 × 10⁻³ per metal site.

With 3.0 × 10²² metal sites per cm³ this is 3.08 × 10¹⁹ protons per cm³. The full solution (18) gives 3.04 × 10¹⁹ cm⁻³. The filled share of the vacancies is h/(2c) = 2.5 %, and the shortfall of 1.3 % agrees with (20). Other pressures at the same temperature and doping give the following values.

| p (Torr) | √p law (cm⁻³) | full model (cm⁻³) | exponent m |
|---|---|---|---|
| 0.1 | 3.08 × 10¹⁸ | 3.08 × 10¹⁸ | 0.499 |
| 10 | 3.08 × 10¹⁹ | 3.04 × 10¹⁹ | 0.494 |
| 100 | 9.74 × 10¹⁹ | 9.35 × 10¹⁹ | 0.480 |
| 1000 | 3.08 × 10²⁰ | 2.71 × 10²⁰ | 0.436 |

Equation (21) with δ = 0.05 gives a limiting pressure of about 149 Torr, where the full model has a shortfall of 4.9 %. At 1000 Torr the law is already 12 % too high, relative to its own value. The temperature slope at 10 Torr is 0.247 eV, slightly less than half of 0.50 eV because m is slightly less than 1/2.

## Second derivation: the balance of uptake and release

The symbols are those of the first half. A crystal with M metal sites and 2M oxygen sites has a fraction c of its metal sites occupied by calcium of relative charge −2. Per formula unit there are h hydroxides, v doubly charged vacancies and o oxide ions. Absorbing n water molecules gives N_OH = 2n, N_V = cM − n and N_O = (2 − c)M − n. The free-energy argument gave h² = κvo, with κ = Kp/p₀ and p₀ = 1 bar, and for h ≪ 2c it gave h₀ = √[κc(2 − c)]. The same law can be reached by following molecules in and out, without an entropy or a chemical potential.

An uptake event needs one vacancy and one oxide ion. Suppose each such pair takes up a molecule at a rate αp, proportional to the pressure because molecules arrive from a dilute gas in proportion to their density. There are N_V N_O pairs, so the total rate at which n rises by one is

R₊(n) = αp N_V N_O.   (25)

A release event needs two hydroxides. One passes its proton to the other and becomes an oxide ion. The other leaves as water and its site becomes a vacancy. The roles differ, so ordered pairs must be counted, and there are 2n(2n − 1) of them. With a rate β for each, the total rate at which n falls by one is

R₋(n) = β 2n(2n − 1).   (26)

Let P(n) be the probability that the crystal holds n absorbed molecules, once this probability has stopped changing. The state n = 0 exchanges probability with n = 1 and with no other state, so the flow between these two must balance. The state n = 1 then has a balanced link on one side, so its link to n = 2 must balance as well. Repeating the argument gives, for every n,

P(n) R₊(n) = P(n + 1) R₋(n + 1).   (27)

In the weak regime N_V ≈ cM and N_O ≈ (2 − c)M at the values of n that matter. Define

z = M √[(αp/β) c(2 − c)].   (28)

Equations (25) to (27) then give

P(n + 1)/P(n) = z² / [(2n + 2)(2n + 1)].   (29)

Starting from P(0) and multiplying these ratios builds up the factorial of 2n in the denominator:

P(n) = P(0) z²ⁿ/(2n)!.   (30)

The sum of z²ⁿ/(2n)! over all n from zero upward is cosh z. Normalization therefore gives P(0) = 1/cosh z. Extending the sum beyond the available cM vacancies does no harm when z ≪ 2cM, because the terms out there are negligible. The mean number of protons is the mean of 2n. The operation z d/dz multiplies z²ⁿ by 2n, so

⟨N_OH⟩ = (1/cosh z) z d(cosh z)/dz = z tanh z.   (31)

For a crystal large enough that z ≫ 1, tanh z is close to one and ⟨N_OH⟩ = z. Dividing by M gives

h = √[(αp/β) c(2 − c)].   (32)

This is the square-root law again, with αp/β in the place of κ.

The replacement of N_V and N_O by constants needs a remark. In a large crystal many small changes in the ratio (29) are multiplied together, so an individual P(n) may be altered by a large factor. The position of the peak is set by the place where the ratio passes through one, and this place moves by a small fraction when the ratio is changed by a small fraction. Keeping the depletion and setting R₊ = R₋ at the peak of a large crystal gives αp v o = βh², which is the full equation of the first derivation, including its approach to saturation.

The rates α and β can be tied to K. Consider two particular arrangements, the second obtained from the first by one uptake event. Their probabilities at equilibrium stand in the ratio exp[−(g − μ)/kT] = κ, where g is the free energy the crystal gains in the event and μ is the chemical potential of the gas. At equilibrium the event and its reverse are equally frequent. Hence αp = βκ, or α/β = K/p₀.

Minimizing the free energy and balancing uptake against release both give a proton content proportional to the square root of the water pressure, as long as few vacancies are filled. It remains to drop the assumption that all pairs react equally fast, to treat very small crystals, and to examine where the law's assumptions fail in a real film.

Numerical values quoted here were computed with a short program.
